# Dispersive hole currents in oxide films before and after transit, part 1

(Sections cited here and not found follow in the second part.)

## Part I. The theorem and the current before transit

### Statement

**Theorem.** A thin sheet of holes with charge $Q_0$ per unit area starts at time $t=0$ at one face of an oxide film. Each hole crosses the film in $N$ forward hops of equal length. Its waiting times before the hops are independent, with a common probability density $\psi(t)$ whose tail is

$$
\psi(t)\simeq \frac{a\,\tau^a}{\Gamma(1-a)}\,t^{-1-a},\qquad 0<a<1,\quad t\to\infty. \tag{1}
$$

The sign $\simeq$ means that the ratio of the two sides tends to one. Under assumptions A1–A4 below, the current density $j(t)$ in the external circuit obeys two laws.

(i) Before transit, when $t/\tau\to\infty$ and $t/t_T\to0$,

$$
j(t)\simeq\frac{Q_0}{N}\,\frac{t^{a-1}}{\Gamma(a)\,\tau^a}. \tag{2}
$$

(ii) After transit, when $t\to\infty$ at fixed $N$,

$$
j(t)\simeq Q_0\,\frac{N+1}{2}\,\frac{a\,\tau^a}{\Gamma(1-a)}\,t^{-1-a}. \tag{3}
$$

The two laws cross at

$$
t_T=\tau\left[\frac{N(N+1)\,\Gamma(1+a)}{2\,\Gamma(1-a)}\right]^{1/(2a)}. \tag{4}
$$

The charge not yet collected follows the time integral of (3) whenever $t/t_T\to\infty$, uniformly in $N$. For large $N$ the second law therefore takes over at a time proportional to $t_T$, with a factor that depends on $a$ but not on $N$.

Law (2) needs a window $\tau\ll t\ll t_T$, and therefore a large $N$. The time $t_T$ is a crossover time. It is not a moment at which the holes arrive together.

### Assumptions

**A1.** The electrodes are parallel plates held at a fixed voltage. The holes do not interact, and their charge changes the field in the film by a negligible fraction.

**A2.** Backward hops are negligible, and no hole is captured permanently.

**A3.** Every wait starts afresh when the hole reaches a new site, and the first wait starts at $t=0$.

**A4.** The waiting-time density is a mixture of exponentials with release rates $w$ that do not exceed some maximum $\nu$:

$$
\psi(t)=\big\langle w\,e^{-wt}\big\rangle,\qquad 0<w\le\nu. \tag{5}
$$

The brackets are an average over sites. By (5), $\psi$ is positive, decreasing and at most $\nu$.

A2 and A3 are connected. A hole that moves only forward never meets the same trap twice. Averaging over traps that are fixed in space, with independent depths, then gives independent waits. If backward hops mattered, a hole could return to a deep trap it had already visited, and successive waits would be correlated.

### Where the tail comes from

**Lemma 1.** Let the trap depths $E$ have density $e^{-E/kT_0}/(kT_0)$, and let the release rate be $w=\nu e^{-E/kT}$ with $T<T_0$. Then (1) holds with

$$
a=\frac{T}{T_0},\qquad \tau=\frac1\nu\left(\frac{\pi a}{\sin\pi a}\right)^{1/a}. \tag{6}
$$

*Proof.* Put $x=e^{-E/kT}$, so that $E=-kT\ln x$ and $|dE|=kT\,dx/x$. The density of depths becomes

$$
\frac{1}{kT_0}\,x^{T/T_0}\,\frac{kT}{x}\,dx=a\,x^{a-1}dx,\qquad 0<x<1 .
$$

Hence, with $y=\nu xt$ in the second step,

$$
\psi(t)=a\nu\int_0^1x^a e^{-\nu xt}dx
=\frac{a\nu}{(\nu t)^{1+a}}\int_0^{\nu t}y^ae^{-y}dy .
$$

The last integral tends to $\Gamma(1+a)$, so $\psi\simeq a\,\Gamma(1+a)\,\nu^{-a}t^{-1-a}$. Comparison with (1) gives $\tau^a=\Gamma(1+a)\Gamma(1-a)\nu^{-a}$. Since $\Gamma(1+a)=a\Gamma(a)$ and $\Gamma(a)\Gamma(1-a)=\pi/\sin\pi a$, this is (6). $\square$

Deep traps are exponentially rare, but the time spent in them is exponentially long. For $a<1$ the second effect wins, and the mean wait diverges. Apart from the independence of the waits, the theorem needs only (1) and A4 from the waiting-time distribution, whatever produces them.

### The current as a sum over hops

Let $T_k$ be the time of a hole's $k$th hop, which is the sum of its first $k$ waits, and let $f_k$ be the probability density of $T_k$.

**Lemma 2.**

$$
j(t)=\frac{Q_0}{N}\sum_{k=1}^N f_k(t). \tag{7}
$$

*Proof.* Place a sheet of charge $\sigma$ per area at distance $x$ from the injecting plate, in a film of thickness $L$ and permittivity $\varepsilon$. Let $F_1$ and $F_2$ be the fields before and behind the sheet, and $V$ the voltage. Gauss's law and the fixed voltage require

$$
\varepsilon(F_2-F_1)=\sigma,\qquad F_1x+F_2(L-x)=V .
$$

Inserting $F_1=F_2-\sigma/\varepsilon$ in the second equation gives $F_2L-\sigma x/\varepsilon=V$. The collecting plate, on which the field lines end, therefore carries the charge

$$
-\varepsilon F_2=-\frac{\varepsilon V}{L}-\frac{\sigma x}{L}.
$$

When the sheet advances by $\Delta x$, the charge $\sigma\Delta x/L$ leaves this plate through the external circuit. The relation is linear in $\sigma$, so it holds for each hole's share separately. One hop has $\Delta x=L/N$ and moves the fraction $1/N$ of the hole's charge through the circuit. The $k$th hop occurs in $dt$ with probability $f_k(t)dt$, which gives (7). $\square$

The circuit thus registers every hop, and current flows long before any hole reaches the far electrode. Integrating (7) over all times gives $Q_0$, because each $f_k$ has unit area.

### Laplace transforms

Write $\tilde g(s)=\int_0^\infty e^{-st}g(t)\,dt$ and $u(s)=1-\tilde\psi(s)$. The density of a sum of independent times is a convolution, so $\tilde f_k=\tilde\psi^k$. Summing the geometric series in (7),

$$
\tilde\jmath(s)=\frac{Q_0}{N}\,\frac{\tilde\psi\,(1-\tilde\psi^N)}{1-\tilde\psi}. \tag{8}
$$

Let $\Phi(t)=\int_t^\infty\psi(v)dv$ be the probability that a wait exceeds $t$. Integrating (1),

$$
\Phi(t)\simeq\frac{(t/\tau)^{-a}}{\Gamma(1-a)}. \tag{9}
$$

**Lemma 3.** As $s\to0$, $u(s)\simeq(s\tau)^a$.

*Proof.* Since $\psi=-\Phi'$ and $\Phi(0)=1$, integration by parts gives $\tilde\psi=1-s\tilde\Phi$. With $x=st$,

$$
\frac{u(s)}{(s\tau)^a}=\int_0^\infty e^{-x}\,\frac{\Phi(x/s)}{(s\tau)^a}\,dx .
$$

By (9) the fraction tends to $x^{-a}/\Gamma(1-a)$ for each $x$. Because $\Phi\le1$ at short times and (9) holds at long ones, $\Phi(t)\le C(t/\tau)^{-a}$ for all $t$ with some constant $C$, so the fraction never exceeds $Cx^{-a}$. The limit may then be taken under the integral, and $\int_0^\infty e^{-x}x^{-a}dx=\Gamma(1-a)$ makes the result one. $\square$

### The renewal density

In a film without an end, the mean rate of hops at time $t$ would be the renewal density

$$
m(t)=\sum_{k=1}^\infty f_k(t),\qquad \tilde m(s)=\frac{\tilde\psi}{1-\tilde\psi}=\frac1{u(s)}-1. \tag{10}
$$

**Lemma 4.** Under A4, $m(t)$ does not increase with time.

*Proof.* First let there be $n$ different rates $w_i$ with probabilities $p_i$. Then

$$
u(s)=1-\sum_i\frac{p_iw_i}{s+w_i}=s\,R(s),\qquad R(s)=\sum_i\frac{p_i}{s+w_i}.
$$

Between two neighbouring poles on the negative axis, $R$ falls from $+\infty$ to $-\infty$, so it has a zero in each of the $n-1$ gaps. Its numerator has degree $n-1$, so these zeros $-z_j$ are all there are. Since $sR(s)\to1$ as $s\to\infty$, partial fractions give

$$
\frac1{u(s)}-1=\frac{c_0}{s}+\sum_j\frac{c_j}{s+z_j},\qquad
c_0=\frac1{R(0)},\quad c_j=\frac{1}{(-z_j)\,R'(-z_j)} .
$$

All coefficients are positive, because $R(0)>0$ and $R'<0$. Hence $m(t)=c_0+\sum_jc_je^{-z_jt}$ does not increase.

A general distribution of rates on $(0,\nu]$ is a limit of such finite ones, and $\psi$ converges at each $t$. As $\psi\le\nu$, repeated convolution gives $f_k(t)\le\nu^kt^{k-1}/(k-1)!$. These bounds allow the limit to be taken in every convolution and in the sum over $k$, and the property survives. $\square$

**Lemma 5.** As $t\to\infty$, $m(t)\simeq t^{a-1}/[\Gamma(a)\tau^a]$.

*Proof.* For large $\lambda$ set $g_\lambda(x)=\lambda(\tau/\lambda)^a\,m(\lambda x)$. Its transform at $p>0$ is $(\tau/\lambda)^a\tilde m(p/\lambda)$. By (10) and Lemma 3 this tends to $p^{-a}$, the transform of $g(x)=x^{a-1}/\Gamma(a)$.

Taking $p=1,2,3,\dots$ shows that $\int e^{-x}P(e^{-x})g_\lambda dx\to\int e^{-x}P(e^{-x})g\,dx$ for every polynomial $P$. By Weierstrass's approximation theorem the same holds for every continuous function of $e^{-x}$ on $[0,1]$. Squeezing a step function between continuous functions extends it to integrals over intervals. With $M(t)=\int_0^tm(v)dv$ the interval $(0,1)$ gives

$$
M(t)\simeq\frac{(t/\tau)^a}{\Gamma(1+a)} .
$$

For $c>1$, Lemma 4 bounds $m(t)$ from both sides:

$$
\frac{M(ct)-M(t)}{(c-1)t}\le m(t)\le\frac{M(t)-M(t/c)}{(1-1/c)\,t}.
$$

Multiply by $t/M(t)$ and let $t\to\infty$. The outer terms tend to $(c^a-1)/(c-1)$ and $(1-c^{-a})/(1-c^{-1})$, and both tend to $a$ as $c\to1$. So $m(t)\simeq aM(t)/t$, and $a/\Gamma(1+a)=1/\Gamma(a)$ completes the proof. $\square$

### Proof of the law before transit

By (7) and (10), $j=(Q_0/N)\big[m-\sum_{k>N}f_k\big]$. It remains to show that the subtracted sum is small compared with $m$.

Differentiating $\tilde f_k=\tilde\psi^k$ with respect to $s$ gives $-\tilde f_k'=k(-\tilde\psi')\tilde\psi^{k-1}$. In the time domain this reads

$$
t f_k(t)=k\int_0^t v\psi(v)\,f_{k-1}(t-v)\,dv, \tag{11}
$$

where $f_0$ is a delta function at zero. As $\psi$ decreases, $\tfrac v2\psi(v)\le\int_{v/2}^v\psi\le\Phi(v/2)$. By (9) the ratio $\Phi(v/2)/\Phi(v)$ is bounded by some constant $C$. Therefore

$$
t f_k(t)\le2Ck\int_0^t\Phi(v)f_{k-1}(t-v)dv=2Ck\,\Pr[n(t)=k-1], \tag{12}
$$

where $n(t)$ is the number of hops made by time $t$ in the endless film. The integral is the probability that hop $k-1$ has happened and the next has not.

Let $u_t=u(1/t)$. Since $e^{1-T_i/t}\ge1$ when $T_i\le t$,

$$
\Pr[n(t)\ge i]=\Pr[T_i\le t]\le e\,\tilde\psi(1/t)^i\le e\,e^{-iu_t}. \tag{13}
$$

Summing (12) over $k>N$, and then using (13),

$$
\begin{aligned}
\sum_{k>N}f_k(t)&\le\frac{2C}{t}\sum_{i\ge N}(i+1)\Pr[n=i]\\
&=\frac{2C}{t}\Big[(N+1)\Pr[n\ge N]+\sum_{i>N}\Pr[n\ge i]\Big]\\
&\le\frac{2Ce}{t}\,e^{-Nu_t}\Big(N+1+\frac1{u_t}\Big).
\end{aligned}
$$

The last step used $\sum_{i>N}e^{-iu_t}=e^{-Nu_t}/(e^{u_t}-1)\le e^{-Nu_t}/u_t$. By Lemmas 3 and 5, $m(t)\simeq1/[\Gamma(a)\,t\,u_t]$. The ratio of the sum to $m(t)$ is thus at most a constant times $e^{-Nu_t}(Nu_t+u_t+1)$. Since $Nu_t\simeq N(\tau/t)^a$, the condition $t/t_T\to0$ means $Nu_t\to\infty$, and the ratio vanishes. Lemma 5 then gives (2). $\square$

**Remark on the meaning.** By (13), the fraction of holes that have left the film is at most $e\,e^{-Nu_t}$, which vanishes in this regime. The current therefore does not fall because holes are lost. It falls because the holes still in the film are found in ever deeper traps, so that their mean rate of hopping decreases.

**Remark on the limit of ordinary transport.** If the mean wait $\mu$ is finite, then $u(s)\simeq s\mu$, and the argument of Lemma 5 with $a$ replaced by one gives $m\to1/\mu$. After an initial transient, the current before transit then approaches a constant. The decay in (2) is a consequence of the divergent mean wait.

## Part II. The current after transit, the crossover and an example

### Symbols and results carried over

A hole makes $N$ hops. The waits have density $\psi$ with tail (1), and $\Phi(t)\simeq(t/\tau)^{-a}/\Gamma(1-a)$ is the probability of a wait longer than $t$. The time $T_k$ of hop $k$ has density $f_k$, and $j=(Q_0/N)\sum_{k=1}^Nf_k$. With $u=1-\tilde\psi\simeq(s\tau)^a$ at small $s$, the transform of the current is $\tilde\jmath=(Q_0/N)(1-u)[1-(1-u)^N]/u$. Before transit, $j\simeq(Q_0/N)\,t^{a-1}/[\Gamma(a)\tau^a]$.

### Proof of the law after transit

**Lemma 6.** For each fixed $k$, $f_k(t)/\psi(t)\to k$ as $t\to\infty$.

*Proof.* The statement is true for $k=1$. Assume it for $k$. Split the convolution $f_{k+1}=\int_0^t\psi(t-v)f_k(v)dv$ at $v=t/2$, and replace $v$ by $t-v$ in the second half:

$$
\frac{f_{k+1}(t)}{\psi(t)}=\int_0^{t/2}\frac{\psi(t-v)}{\psi(t)}f_k(v)\,dv+\int_0^{t/2}\frac{f_k(t-v)}{\psi(t)}\psi(v)\,dv .
$$

At fixed $v$, $\psi(t-v)/\psi(t)\to1$ by (1). For $v\le t/2$ this ratio is at most $\psi(t/2)/\psi(t)$, which tends to $2^{1+a}$ and is therefore bounded. The first integral tends to $\int_0^\infty f_k\,dv=1$. In the second,

$$
\frac{f_k(t-v)}{\psi(t)}=\frac{f_k(t-v)}{\psi(t-v)}\,\frac{\psi(t-v)}{\psi(t)}\to k,
$$

again with a bound for large $t$. The second integral tends to $k\int_0^\infty\psi\,dv=k$. The sum is $k+1$. $\square$

Inserting the lemma in the current gives

$$
j(t)\simeq\frac{Q_0}{N}\,\psi(t)\sum_{k=1}^Nk=\frac{Q_0}{N}\,\frac{N(N+1)}2\,\psi(t)=Q_0\,\frac{N+1}{2}\,\psi(t), \tag{14}
$$

which is (3). $\square$

The factor $k$ counts the waits that could have been the long one. A hop that is observed very late was delayed by a single exceptional wait, and each of the $k$ waits before it is equally likely to be that wait. The late current therefore reproduces the waiting-time density itself.

The transform gives the same amplitude. Expanding to first order in $u$,

$$
\frac{(1-u)[1-(1-u)^N]}{Nu}=(1-u)\Big(1-\frac{N-1}2u+\dots\Big)=1-\frac{N+1}2\,u+\dots \tag{15}
$$

The term $-\tfrac{N+1}2(s\tau)^a$ corresponds to the tail $-\tfrac{N+1}{2}\tau^at^{-1-a}/\Gamma(-a)$. Since $\Gamma(1-a)=-a\Gamma(-a)$, we have $-1/\Gamma(-a)=a/\Gamma(1-a)$. The tail is positive and agrees with (3).

This part has proved the law (2) for the current before transit and, at fixed $N$, the law (3) for the current after transit. It remains to show when the late law sets in, to derive the crossover time (4) and its dependence on thickness, and to treat an example, the corrections and the cases in which the laws fail.
